# Why an isolated flat Chern band needs hoppings of infinite range

Suppose we want a lattice band that behaves like a Landau level: no dispersion, a gap to its neighbours, and a nonzero Chern number. We start with nearest-neighbour hopping, add longer hoppings one shell at a time, and tune them. In the model studied below, whose hoppings are given by a formula, at one third of a flux quantum per plaquette the bandwidth falls from \(0.26t\) to \(10^{-7}t\) as the range grows from 1 to 4 lattice constants. Without a theorem we cannot tell whether one more shell would finish the job, or whether the remaining width is a failure of tuning. In fact, for a single nondegenerate band separated from all others, no finite number of shells can finish it, as the first half of these notes proves. The second half shows how an infinite Gaussian tail succeeds.

## 1. A flat band that can be written down

Work in two dimensions with \(N\) orbitals per cell and

\[
H(\mathbf k)=\sum_{\mathbf R}T_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad z_j=e^{ik_j}.
\]

This \(H\) is periodic in \(k_1,k_2\). Finite range means that the sum is finite, so each matrix element is a Laurent polynomial: a finite sum of positive and negative powers of \(z_1,z_2\). The real Brillouin zone is the torus \(|z_1|=|z_2|=1\), where a bar means \(z_j\to1/z_j\), with coefficients conjugated.

For two orbitals, choose polynomials \(v_1,v_2\) and set, in units of \(t\),

\[
H=ww^\dagger,\qquad w=\begin{pmatrix}\bar v_2\\-\bar v_1\end{pmatrix},\qquad w^\dagger v=v_2v_1-v_1v_2=0 .
\]

Thus \(v\) has energy zero at every \(\mathbf k\), and the other energy is \(w^\dagger w=|v_1|^2+|v_2|^2\). Take

\[
v=(3+z_1+z_2,\;1+z_1).
\]

On the torus \(|3+z_1+z_2|\ge 3-1-1=1\), so the gap is at least \(1\), reached at \(z_1=z_2=-1\). In real space, \(v\) is an eigenstate confined to a few sites, with amplitudes \(3,1,1\) on the first orbital and \(1,1\) on the second. Since \(v\) is periodic and never zero, it will turn out that \(C=0\).

For a general Hamiltonian we must find such a vector ourselves. The adjugate matrix supplies one. Here \(\operatorname{adj}(0-H)=-vv^\dagger\), whose second column is \(-v\,\bar v_2\). This column vanishes on the whole line \(z_1=-1\), although the band is perfectly regular there. The cure is to divide out the common factor \(\bar v_2=(1+z_1)/z_1\). What remains is \(v\), whose components vanish together only at \(z_1=-1,\ z_2=-2\), off the torus.

**Limit: the gap closes.** With \(v=(1-z_1,1-z_2)\) both components vanish at \(\mathbf k=0\), and so does the gap \(|v|^2\). Nearby \(v\simeq-i(k_1,k_2)\), so the projector is

\[
P\simeq\frac1{k_1^2+k_2^2}\begin{pmatrix}k_1^2&k_1k_2\\k_1k_2&k_2^2\end{pmatrix}.
\]

It tends to \(\mathrm{diag}(1,0)\) along one axis and to \(\mathrm{diag}(0,1)\) along the other, a jump of Frobenius norm \(\sqrt2\). The band has no continuous projector and hence no Chern number of its own. Isolation must therefore be an assumption.

## 2. The general theorem

**Claim.** If \(H\) has finite range and one nondegenerate band has constant energy \(E\), separated from all others at every \(\mathbf k\), then its Chern number is zero.

**A polynomial band vector.** Let \(A=\operatorname{adj}(E-H)\) and \(\tau=\operatorname{tr}A\). The entries of \(A\) are cofactors, so they are Laurent polynomials. In the eigenbasis of \(H\), the adjugate is diagonal and each entry is the product of the other eigenvalues of \(E-H\). Every entry except that of the flat band contains the factor \(E-E=0\). Hence

\[
A=\tau P,\qquad \tau=\prod_{j\ne\text{flat}}(E-E_j)\ne0\quad\text{on the torus}.
\]

Flatness enters here: a \(\mathbf k\)-dependent \(E\) need not be a Laurent polynomial, and then neither need \(A\).

Some column \(a\) of \(A\) is not identically zero. Divide it by the greatest common divisor \(g\) of its components and call the result \(v\). On the torus \(Aa=\tau a\). A Laurent polynomial that vanishes on the torus has zero Fourier coefficients, so this is an identity for all nonzero complex \(z_1,z_2\). Cancelling \(g\) gives \(Av=\tau v\).

**Finitely many common zeros.** Regard the \(v_i\) as polynomials in \(z_2\) whose coefficients are rational functions of \(z_1\). By Gauss's lemma they still have no common factor, so Bézout's identity gives \(\sum_i\alpha_iv_i=1\). Clearing denominators,

\[
\sum_i\beta_i(z_1,z_2)\,v_i(z_1,z_2)=d(z_1),\qquad d\not\equiv0 .
\]

At a common zero \(d(z_1)=0\), which allows finitely many \(z_1\). Exchanging the variables allows finitely many \(z_2\). The common zeros are therefore finite in number.

**None lies on the torus.** Suppose \(v(z^0)=0\) with \(z^0\) on the torus. Since \(\tau(z^0)\neq0\), \(P=A/\tau\) is holomorphic near \(z^0\). The relations \(A^2=\tau A\) and \(\operatorname{tr}A=\tau\) are polynomial identities, so \(P\) remains idempotent with trace one: its range is one-dimensional. Pick a unit vector \(u_0\) with \(P(z^0)u_0=u_0\) and put \(u(z)=P(z)u_0\), which is nonzero near \(z^0\). Because \(v=Pv\) lies in the same one-dimensional range,

\[
v(z)=f(z)u(z),\qquad f=\frac{u_0^\dagger v}{u_0^\dagger u},\qquad f(z^0)=0,
\]

with \(f\) holomorphic. A zero of a holomorphic function of two variables is never isolated. To see this, fix \(z_2=z_2^0\). If \(f(z_1,z_2^0)\) vanishes identically in \(z_1\), there is a line of zeros. Otherwise \(f\ne0\) on a small circle around \(z_1^0\), and the number of zeros inside,

\[
\frac1{2\pi i}\oint\frac{\partial_{z_1}f}{f}\,dz_1 ,
\]

is an integer that depends continuously on \(z_2\). It is at least one at \(z_2^0\), hence also for all nearby \(z_2\). Either way \(v\) has infinitely many zeros, a contradiction.

In the touching example \(v\) does vanish on the torus, without contradiction: there \(\tau=-|v|^2\) vanishes as well, and \(P\) cannot be continued.

**The Chern number.** Now \(\hat u=v/|v|\) is smooth, periodic and defined everywhere. With

\[
A_\mu=i\langle\hat u|\partial_\mu\hat u\rangle,\qquad C=\frac1{2\pi}\int(\partial_1A_2-\partial_2A_1)\,d^2k,
\]

the components \(A_\mu\) are periodic, each derivative integrates to zero, and \(C=0\). \(\square\)

## 3. An infinite tail: the Kapit-Mueller model

Take a square lattice with lattice constant 1 and flux \(\phi=1/q\) flux quanta per plaquette, \(q\ge2\) an integer. In Landau gauge

\[
(H\psi)(x,y)=\sum_{(a,b)\ne(0,0)}W(a,b)\,e^{-i\pi\phi(2x+a)b}\,\psi(x+a,y+b),
\]
\[
W(a,b)=t(-1)^{a+b+ab}e^{-\pi\phi'(a^2+b^2)/2},\qquad \phi'=1-\phi .
\]

The reverse hop starts at \(x+a\) with \((-a,-b)\), and \((2x+2a-a)(-b)=-(2x+a)b\), so \(H\) is Hermitian. Around a plaquette the vertical bonds give \(-2\pi\phi(x+1)+2\pi\phi x=-2\pi\phi\), which is the stated flux up to orientation. Moving \(x\) by \(q\) changes a phase by \(-2\pi b\), so the magnetic cell is \(q\times1\).

**The kernel is an overlap matrix.** The formula for \(W\) gives \(W(0,0)=t\), so \(M=H/t+1\) is the same sum with the on-site term restored. Insert \(\phi=1-\phi'\). Since \((2x+a)b\) is an integer with the parity of \(ab\), \(e^{-i\pi(2x+a)b}=(-1)^{ab}\), which cancels the \((-1)^{ab}\) in \(W\):

\[
M(\mathbf r,\mathbf r')=(-1)^{a+b}e^{-\pi\phi'(a^2+b^2)/2}\,e^{+i\pi\phi'(2x+a)b},\qquad \mathbf r'=\mathbf r+(a,b).
\]

The flux is now \(\phi'\), with opposite sign. Define \(X=k/(2\pi\phi')\) and

\[
g_k(x,y)=(-1)^{x+y}e^{-iky}e^{-\pi\phi'(x-X)^2}.
\]

With \(\bar x=x+a/2\), \((x-X)^2+(x+a-X)^2=2(X-\bar x)^2+a^2/2\). Using \(dk=2\pi\phi'dX\),

\[
\int dk\,g_k(\mathbf r)g_k^*(\mathbf r')=(-1)^{a+b}e^{-\pi\phi'a^2/2}\,2\pi\phi'\!\int dX\,e^{2\pi i\phi'Xb-2\pi\phi'(X-\bar x)^2}.
\]

The last integral equals \((2\phi')^{-1/2}e^{2\pi i\phi'\bar xb}e^{-\pi\phi'b^2/2}\), and \(2\bar x=2x+a\). Therefore

\[
M(\mathbf r,\mathbf r')=\frac1{\pi\sqrt{2\phi'}}\int dk\,g_k(\mathbf r)g_k^*(\mathbf r').
\]

So \(\langle\psi|M|\psi\rangle\) is an integral of squared moduli, and no energy lies below \(-t\).

**Bloch form.** Insert \(\psi=e^{ik_2y}u(x)\) with \(u(x+q)=e^{ik_1}u(x)\). The sum over \(b\) is

\[
\sum_be^{i(k+k_2+\pi)b}=2\pi\sum_m\delta(k+k_2+\pi-2\pi m),
\]

which restricts \(X\) to

\[
X_m=\frac{m-\frac12-k_2/2\pi}{\phi'},\qquad h_m(x)=e^{-\pi\phi'(x-X_m)^2}.
\]

The prefactor becomes \(2\pi/(\pi\sqrt{2\phi'})=\sqrt{2/\phi'}\), and the kernel along \(x\) is \(\sqrt{2/\phi'}\sum_m(-1)^{x+x'}h_m(x)h_m(x')\). Because \(\phi'=(q-1)/q\), \(X_{m+q-1}=X_m+q\). Write \(m=j+(q-1)n\) with \(j=0,\dots,q-2\), so that \(h_m(x)=h_j(x-qn)\), and \(\epsilon=(-1)^q\). Folding \(x'\) into one cell adds \(\sum_l\epsilon^le^{ik_1l}\) with \(x'\to x'+ql\). Setting \(l=n-n'\) separates the two sums:

\[
M(\mathbf k)=BB^\dagger,\qquad B_{xj}=\Big(\frac2{\phi'}\Big)^{1/4}(-1)^x\sum_n(\epsilon e^{ik_1})^nh_j(x-qn).
\]

\(B\) has \(q\) rows but \(q-1\) columns. Hence \(M(\mathbf k)\) has a zero eigenvalue at every \(\mathbf k\): **the band at \(E=-t\) is exactly flat.**

**Simplest case, \(q=2\).** \(B\) is a single column, and the energies are \(-t\) and \(-t+t|B|^2\). The average of \(\operatorname{tr}M(\mathbf k)\) over the zone is \(q\), since \(M(\mathbf r,\mathbf r)=1\). The mean gap at \(q=2\) is thus \(2t\). The smallest value on the \(24\times24\) grid is \(1.67t\), below the mean as it must be.

## 4. Isolation for every \(q\)

We need \(B\) to have full rank \(q-1\). Suppose \(Bc=0\), and extend \(c\) by \(c_{m+q-1}=\epsilon e^{ik_1}c_m\). Then

\[
F(\zeta)=\sum_mc_me^{-\pi\phi'(\zeta-X_m)^2}=e^{-\pi\phi'\zeta^2-(\pi+k_2)\zeta}\,\Theta(\zeta),\quad
\Theta=\sum_mc_me^{-\pi\phi'X_m^2}e^{2\pi m\zeta}
\]

vanishes at \(\zeta=0,1,\dots,q-1\). Here \(2\pi\phi'X_m=2\pi m-\pi-k_2\) was used. Clearly \(\Theta(\zeta+i)=\Theta(\zeta)\). Relabelling \(m\) gives \(F(\zeta+q)=\epsilon e^{ik_1}F(\zeta)\), so

\[
\Theta(\zeta+q)=\text{const}\cdot e^{2\pi\phi'q\zeta}\,\Theta(\zeta)=\text{const}\cdot e^{2\pi(q-1)\zeta}\,\Theta(\zeta).
\]

If \(\Theta\not\equiv0\), integrate \(\Theta'/\Theta\) around a \(q\times1\) cell containing these sites, shifted slightly to keep zeros off its edges. The horizontal edges cancel. The vertical edges differ by \(2\pi(q-1)\) in the integrand, giving

\[
\frac1{2\pi i}\int_0^1 2\pi(q-1)\,i\,ds=q-1
\]

zeros. But there are \(q\) zeros at the sites. Hence \(\Theta\equiv0\), and uniqueness of its Fourier series along \(\operatorname{Im}\zeta\) gives \(c=0\).

The zero eigenvalue is therefore nondegenerate at every \(\mathbf k\). The next eigenvalue is positive and continuous on a compact torus, so it has a positive minimum. The band is isolated.

## 5. The state and its Chern number

The missing vector is a Landau-level Bloch function sampled on the sites:

\[
v_x=\sum_ne^{ik_1n}e^{-\pi\phi(x-Y_n)^2},\qquad Y_n=q\Big(n+\frac{k_2}{2\pi}\Big).
\]

Relabelling \(n\) shows \(v_{x+q}=e^{ik_1}v_x\), so the sums in \(B^\dagger v\) unfold to the whole line:

\[
(B^\dagger v)_j=\Big(\frac2{\phi'}\Big)^{1/4}\sum_{x\in\mathbb Z}(-1)^xh_j(x)v_x .
\]

In each product of Gaussians the quadratic coefficient is \(-\pi(\phi+\phi')=-\pi\), and the linear one is \(2\pi\) times

\[
\phi'X_j+\phi Y_n=j-\tfrac12-\tfrac{k_2}{2\pi}+n+\tfrac{k_2}{2\pi}=j+n-\tfrac12 .
\]

Each \(n\) thus contributes a constant times \(\sum_x(-1)^xe^{-\pi(x-j-n+1/2)^2}\). The reflection \(x\to2(j+n)-1-x\) preserves the Gaussian and reverses the sign, so the sum is zero. Hence \(Mv=0\).

The zero count of Section 4, with \(\phi'\) replaced by \(\phi\), gives \(\phi q=1\) zero per cell for \(v\) as a function of complex \(x\). One zero cannot cover \(q\ge2\) sites, so the vector \(v(\mathbf k)\) never vanishes.

It is periodic in \(k_1\), but \(k_2\to k_2+2\pi\) sends \(Y_n\to Y_{n+1}\), and

\[
v(k_1,k_2+2\pi)=e^{-ik_1}v(k_1,k_2).
\]

Then \(A_1(k_1,2\pi)=A_1(k_1,0)+i(-i)=A_1(k_1,0)+1\). The term \(\partial_1A_2\) integrates to zero by periodicity in \(k_1\), leaving

\[
C=-\frac1{2\pi}\int_0^{2\pi}dk_1\,[A_1(k_1,2\pi)-A_1(k_1,0)]=-1 .
\]

This shows where the theorem loses its grip. An adjugate column is again \(v\) times a scalar, but the entries are infinite series in \(z_1,z_2\). Removing the scalar leaves a \(v\) that is not periodic. No other choice of scalar can repair this: a periodic vector without zeros would give \(C=0\).

## 6. Numbers at one third flux

For \(q=3\), \(W(1,0)=-te^{-\pi/3}=-0.351t\) and \(W(1,1)=-te^{-2\pi/3}=-0.123t\), while \(W(4,0)\) is only \(5.3\times10^{-8}t\).

At \(k_1=0.7,\ k_2=1.9\) the energies are \(-1.000000t\), \(0.363437t\) and \(0.635789t\). Their sum, \(-0.000774t\), can be checked by hand. The trace contains hops between equivalent sites, with \(a\) a multiple of 3. Summing \(e^{-2\pi ixb/3}\) over the three sites removes \(b\) not divisible by 3. The leading terms are \((\pm3,0)\) and \((0,\pm3)\):

\[
\operatorname{tr}H\simeq6W(3,0)[\cos k_1+\cos3k_2]=6(-8.07\times10^{-5}t)(0.765+0.835)=-7.7\times10^{-4}t .
\]

On the grid the smallest gap is \(1.10t\), and the lattice Chern number is \(-1\). For \(q=2,3,4,5\) the sampled gaps are \(1.67,1.10,0.87,0.72\) in units of \(t\): the flat band survives at weaker flux, with less protection.

**Limit: cut the tail.** Keep hops with \(a^2+b^2\le R^2\). Each discarded hop is \(W\) times a unitary magnetic translation, so its operator norm is \(|W|\); a hop and its reverse together form a Hermitian term that moves any energy by at most \(2|W|\). With \(D=\sum_{r>R}|W|\), the lowest band stays within \(D\) of \(-t\), and

\[
\text{width}\le2D .
\]

| \(R^2\) | width on grid / \(t\) | \(2D/t\) |
|---|---|---|
| 1 | 0.257 | 1.195 |
| 2 | 0.101 | 0.209 |
| 4 | 0.0290 | 0.0881 |
| 8 | \(3.8\times10^{-4}\) | \(1.1\times10^{-3}\) |
| 16 | \(1.0\times10^{-7}\) | \(3.6\times10^{-7}\) |

In all five cases the sampled gap stays open and \(C=-1\). For large \(R\) this is guaranteed: once \(2D\) is smaller than the full model's gap, the tail can be switched off continuously without closing it, so \(C\) cannot change. Section 2 then forbids zero width. Retuning the hops within \(R^2=16\) might lower the \(10^{-7}t\) in the last row, and raising \(R\) makes the width as small as desired. But the width cannot vanish at any finite \(R\), however the hops are tuned within the same \(q\times1\) magnetic cell, while the band remains isolated with \(C=-1\). A tuning that enlarges the cell folds the band into a group of bands, and the proof in Section 2, written for one nondegenerate band, does not cover that case. The numerical output below also lists the checks of the factorization and of the zero counts.

## Table of computed values

```
PART A: two-orbital finite-range model (energy unit: t)
adjugate column, common factor: z2*(z1 + 1)
reduced band vector: [z1 + z2 + 3, z1 + 1]
common zero of reduced vector: {z1: -1, z2: -2}
min norm on grid, raw column: 0.0e+00
min norm on grid, reduced vector: 1.0000
flat-band width: 8.9e-15 t; min gap: 1.0000 t
Chern number: 0.000000
touching model: gap at k=0: 0.0e+00 t
touching model: projector jump (Frobenius): 1.4142
PART B: Kapit-Mueller model, grid 24 x 24
flux per plaquette, q=3: 0.333333 flux quanta
W(1,0) at q=3: -3.5092e-01 t
W(1,1) at q=3: -1.2314e-01 t
W(2,0) at q=3: +1.5165e-02 t
W(2,1) at q=3: -5.3216e-03 t
W(2,2) at q=3: +2.2997e-04 t
W(3,0) at q=3: -8.0700e-05 t
W(4,0) at q=3: +5.2884e-08 t
example k1, k2: 0.7, 1.9 rad
energies at example k (t): -1.000000 0.363437 0.635789
band vector v_0: +0.430183 -0.006563 i
band vector v_1: +0.991163 +0.000064 i
band vector v_2: +0.303285 +0.014282 i
max error, overlap-integral kernel: 5.1e-13
max error, H/t + 1 = B B^dagger: 9.2e-16
q | max |E+t| (t) | min direct gap (t) | C | min norm v
2 | 1.0e-15 | 1.669254 | -1.0000 | 0.9136
3 | 1.1e-15 | 1.098431 | -1.0000 | 1.0864
4 | 8.9e-16 | 0.870841 | -1.0000 | 1.1848
5 | 8.9e-16 | 0.718579 | -1.0000 | 1.2565
q | zeros per cell: band function | complement function
3 | 1.0000 | 2.0000
4 | 1.0000 | 3.0000
q=3 cutoff R^2 | width (t) | bound (t) | min gap (t) | C
1 | 2.569e-01 | 1.195e+00 | 0.4449 | -1.0000
2 | 1.007e-01 | 2.094e-01 | 1.0277 | -1.0000
4 | 2.899e-02 | 8.810e-02 | 1.0469 | -1.0000
8 | 3.790e-04 | 1.119e-03 | 1.0984 | -1.0000
16 | 1.034e-07 | 3.620e-07 | 1.0984 | -1.0000
```
